\section*{Helium's static polarizability: coupled Hartree-Fock and the effect of electron correlation}

\section*{Problem}

A helium atom with a fixed nucleus of charge $Z=2$ is placed in a weak static field $F$ along $z$. Use the nonrelativistic Coulomb Hamiltonian.

\begin{enumerate}
\item[(a)] Derive the coupled-perturbed Hartree-Fock (CPHF) expression for the dipole polarizability $\alpha$.
\item[(b)] Evaluate it with a fixed set of s functions and increasingly diffuse p functions. Explain why diffuse functions are needed, and whether d functions would help.
\item[(c)] Find the Hartree-Fock limit without Gaussian functions, and determine how the electrons screen the applied field.
\item[(d)] Find $\alpha$ for the correlated two-electron problem. Decide how much of its difference from CPHF is due to correlation.
\item[(e)] Convert the results to SI and to the dielectric constant of dilute helium gas. Estimate the neglected effects.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The coupled equations}

Atomic units are used: lengths in $a_0$, energies in hartree ($E_h$), polarizabilities in $e^2a_0^2/E_h$. An electron has charge $-e$, so the field adds $+Fz$ to its energy:
\begin{equation}
H(F)=h(1)+h(2)+\frac1{r_{12}}+F(z_1+z_2),\qquad h=-\tfrac12\nabla^2-\frac Zr .
\end{equation}
The dipole moment is $\mu=-\langle z_1+z_2\rangle=-dE/dF$. Inversion symmetry removes odd powers of $F$ from the energy, so
\begin{equation}
E(F)=E(0)-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-\dots,\qquad
\mu=\alpha F+\tfrac16\gamma F^3+\dots
\end{equation}

In closed-shell Hartree-Fock both electrons occupy one real, normalized orbital $\phi$. The energy is
\begin{equation}
E=2\langle\phi|h+Fz|\phi\rangle+\langle\phi|J[\phi]|\phi\rangle,\qquad
J[\phi](\mathbf r)=\int\frac{\phi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}
The first term varies by $4\langle\delta\phi|h+Fz|\phi\rangle$. The second contains four factors $\phi$ and varies by $4\langle\delta\phi|J|\phi\rangle$. Writing the multiplier term for normalization as $4\varepsilon\langle\delta\phi|\phi\rangle$ gives
\begin{equation}
(h+Fz+J[\phi])\phi=\varepsilon\phi .
\end{equation}

Now put $\phi=\phi_0+F\phi_1$, with $\langle\phi_0|\phi_1\rangle=0$. The Coulomb potential becomes $J_0+FJ_1$, where
\begin{equation}
J_1(\mathbf r)=2\int\frac{\phi_0(\mathbf r')\phi_1(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}
Reversing $F$ is equivalent to reflecting $z$, so $\varepsilon$ has no linear term. The terms linear in $F$ are
\begin{equation}
(h+J_0-\varepsilon)\phi_1+J_1\phi_0=-z\phi_0, \label{eq:first}
\end{equation}
where $\varepsilon$ is now the field-free orbital energy. Since $\mu=-2\langle\phi|z|\phi\rangle$, its linear part gives
\begin{equation}
\alpha=-4\langle\phi_0|z|\phi_1\rangle .
\end{equation}

For basis functions $\chi_\mu$, write $\phi_1=\sum_\nu x_\nu\chi_\nu$. Projecting Eq.~\eqref{eq:first} on $\chi_\mu$ gives $M\mathbf x=-\mathbf b$, with $b_\mu=\langle\chi_\mu|z|\phi_0\rangle$ and
\begin{align}
M_{\mu\nu}&=\langle\chi_\mu|h+J_0-\varepsilon|\chi_\nu\rangle+2K_{\mu\nu},\\
K_{\mu\nu}&=\iint\frac{\chi_\mu(\mathbf r)\phi_0(\mathbf r)\,\chi_\nu(\mathbf r')\phi_0(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{align}
The factor 2 in front of $K$ comes from $J_1$. Therefore
\begin{equation}
\alpha=-4\,\mathbf b^T\mathbf x=4\,\mathbf b^TM^{-1}\mathbf b .
\end{equation}

\subsection*{(b) Which basis functions matter}

The unperturbed orbital is spherical, so $z\phi_0$ has angular form $\cos\theta$. The spherical operator $h+J_0$ preserves that form, and a charge density proportional to $\cos\theta$ produces a potential proportional to $\cos\theta$. Thus $\phi_1$ is a pure p function. Functions with d or f symmetry cannot change the CPHF result.

In the p space $h+J_0-\varepsilon$ is positive: the centrifugal energy raises the lowest p level above the lowest s level. The matrix $K$ is nonnegative because $\mathbf x^TK\mathbf x$ is the Coulomb self-energy of a charge density, up to a positive factor. Completing the square gives
\begin{equation}
-8\mathbf b^T\mathbf x-4\mathbf x^TM\mathbf x
=4\mathbf b^TM^{-1}\mathbf b-4(\mathbf x+M^{-1}\mathbf b)^TM(\mathbf x+M^{-1}\mathbf b).
\end{equation}
Hence $\alpha$ is the maximum of the left side over $\mathbf x$. With the s set, and therefore $\phi_0$, held fixed, adding p functions cannot lower $\alpha$.

Fourteen s functions were used, with exponents from 0.060 to $1697\,a_0^{-2}$. The p exponents start at $12\,a_0^{-2}$ and fall by a factor 2.2 each time:

\begin{center}
\begin{tabular}{ccc}
p functions & smallest exponent ($a_0^{-2}$) & CPHF $\alpha$ (a.u.)\\
3 & 2.4793 & 0.12474\\
4 & 1.1270 & 0.46095\\
5 & 0.5123 & 0.99730\\
6 & 0.2328 & 1.29359\\
7 & 0.1058 & 1.32223\\
8 & 0.0481 & 1.32225\\
9 & 0.0219 & 1.32225
\end{tabular}
\end{center}

The radial factor $r^2e^{-\zeta r^2}$ of a p function, including one factor $r$ from the volume element, peaks at $\zeta^{-1/2}$. The fourth function peaks at $0.94\,a_0$ and the seventh at $3.07\,a_0$. Starting from four p functions, two tighter ones raise $\alpha$ only from 0.46095 to 0.46606, while two more diffuse ones raise it to 1.29359. The missing flexibility was at large radius.

The result can be checked from the definition of $\alpha$. Let $\alpha(F)=-2[E(F)-E(0)]/F^2=\alpha+\gamma F^2/12+\dots$. The combination $[4\alpha(F)-\alpha(2F)]/3$ cancels the $\gamma$ term. Hartree-Fock energies at $F=0.005$ and $0.010$ a.u. in the largest basis give 1.32225, in agreement with CPHF.

\subsection*{(c) The Hartree-Fock limit and screening}

Write
\begin{equation}
\phi_0=\frac{P(r)}{\sqrt{4\pi}\,r},\quad
\phi_1=\frac{Q(r)\cos\theta}{\sqrt{4\pi}\,r},\quad
J_0=\frac{U(r)}r,\quad J_1=\frac{W(r)}r\cos\theta .
\end{equation}
Poisson's equation for $J_0$ gives $U''=-P^2/r$, with $U(0)=0$ and $U(\infty)=1$. For $J_1$ the source density is $2\phi_0\phi_1$, so $\nabla^2J_1=-8\pi\phi_0\phi_1=-2PQ\cos\theta/r^2$. The response equations are therefore
\begin{align}
-\tfrac12Q''+\left[\frac1{r^2}+\frac{U-Z}{r}-\varepsilon\right]Q+\frac WrP&=-rP,\\
W''-\frac{2W}{r^2}&=-\frac{2PQ}{r}.
\end{align}
Here $Q$ vanishes at the origin and far away, and $W$ vanishes at the origin and falls as $1/r$. The angular average of $\cos^2\theta$ is $1/3$, which gives
\begin{equation}
\alpha=-\frac43\int_0^\infty rPQ\,dr .
\end{equation}

A spectral radial grid gives $\alpha_{\rm HF}=1.32223$ and a total energy of $-2.861680\,E_h$; the Gaussian energy is $-2.861667\,E_h$. The largest Gaussian basis exceeds the grid polarizability by $2\times10^{-5}$. This does not contradict the maximum property, which holds for a fixed $\phi_0$, whereas the two calculations have slightly different $\phi_0$. Half of the density lies within $0.81\,a_0$, but half of the integral for $\alpha$ is reached only at $1.80\,a_0$. This is why a basis adequate for the energy may be poor for the polarizability.

If $J_1$ is omitted, the polarizability is 1.48707. Restoring it lowers this by 11\%. The sign follows from the nonnegative term $2K$ in $M$: the displaced charge of one electron opposes further displacement of the other. This comparison uses the operator $h+J_0$ as the uncoupled reference. The usual uncoupled sum over virtual orbitals of the Fock operator has $\langle\chi_\mu|h+2J_0-\varepsilon|\chi_\nu\rangle-K_{\mu\nu}$ in place of $M$, because its virtual orbitals feel the repulsion of two electrons. It gives 0.997, and relative to that reference the coupling raises $\alpha$.

At the nucleus the screening is complete. To see this, take the expectation value of the commutator of $\partial_z$ with the orbital Hamiltonian. It vanishes in a stationary orbital, so the mean potential gradient is zero. The gradient of $J[\phi]$ averages to zero because exchanging $\mathbf r$ and $\mathbf r'$ reverses its sign. What remains is
\begin{equation}
F+Z\left\langle\frac z{r^3}\right\rangle=0 .
\end{equation}
A test electron at position $\mathbf R$ has repulsion energy $V_{\rm el}(\mathbf R)=2\int\phi^2/|\mathbf r-\mathbf R|\,d^3r$. At the nucleus,
\begin{equation}
\left.\frac{\partial V_{\rm el}}{\partial R_z}\right|_{\mathbf R=0}
=2\left\langle\frac z{r^3}\right\rangle=-\frac{2F}{Z}=-F .
\end{equation}
The applied field contributes $+F$ to the same gradient, so the two cancel. The grid solution gives an opposing induced field of 1.000000 times the applied one. This cancellation is local; it does not mean that the field vanishes throughout the atom.

\subsection*{(d) The correlated atom}

For the full two-electron state put $\Psi=\Psi_0+F\Psi_1$. First- and second-order perturbation theory give
\begin{equation}
(H_0-E_0)\Psi_1=-(z_1+z_2)\Psi_0,\qquad
\alpha=-2\langle\Psi_0|z_1+z_2|\Psi_1\rangle .
\end{equation}
The second relation follows because the second-order energy $\langle\Psi_0|z_1+z_2|\Psi_1\rangle$ equals $-\alpha/2$.

To include correlation directly, $\Psi_0$ is expanded in symmetrized functions $r_1^ir_2^jr_{12}^k e^{-a(r_1+r_2)}$. The response is expanded in
\begin{equation}
z_1f(r_1,r_2,r_{12})+z_2f(r_2,r_1,r_{12}),
\end{equation}
with $f$ of the same type. Let $\mathbf d$ contain the overlaps of these response functions with $(z_1+z_2)\Psi_0$, and let $H$ and $S$ be their Hamiltonian and overlap matrices. The same elimination as in part (a) gives $\alpha=2\,\mathbf d^T(H-E_0S)^{-1}\mathbf d$.

The limit without electron repulsion can be solved by hand. For one electron,
\begin{equation}
\phi_1=-\frac z{Z^2}\left(1+\frac{Zr}2\right)\phi_0,\qquad \phi_0\propto e^{-Zr}.
\end{equation}
To verify this, write $\phi_1=g\phi_0$. Then $(h-\varepsilon)g\phi_0=\phi_0(-\tfrac12\nabla^2g+Z\,\partial_rg)$. Using $\nabla^2(zr)=4z/r$, the two terms are $z/(Zr)$ and $-z/(Zr)-z$. Their sum is $-z$, as required. With $\langle r^2\rangle=3/Z^2$ and $\langle r^3\rangle=15/(2Z^3)$, two electrons have
\begin{equation}
\alpha=\frac4{3Z^2}\left(\langle r^2\rangle+\frac Z2\langle r^3\rangle\right)
=\frac4{3Z^2}\,\frac{27}{4Z^2}=\frac9{Z^4}.
\end{equation}
This is 0.5625 for $Z=2$, and the numerical method returns 0.562500 when repulsion is removed.

With repulsion restored, polynomials up to total degree 4 give 1.38380 and degree 5 gives 1.38319. The change is $6\times10^{-4}$, so 1.383 is a suitable value for the comparison. Both this calculation and the Hartree-Fock limit use the same Hamiltonian, and the remaining basis errors are small compared with their difference. That difference is therefore the correlation contribution:
\begin{equation}
\Delta\alpha_{\rm corr}=1.383-1.322=0.061\ \text{a.u.},
\end{equation}
or 4.6\% of the Hartree-Fock value.

Basis convergence is essential to this identification. With six p functions the gap would be $1.3832-1.2936=0.0896$ a.u., of which about 0.029 is basis error in CPHF.

Full configuration interaction (FCI), which includes all two-electron configurations within a basis, allows a comparison in a common Gaussian basis:

\begin{center}
\begin{tabular}{lccc}
basis & CPHF $\alpha$ & FCI $\alpha$ & FCI energy ($E_h$)\\
s,p & 1.32228 & 1.36874 & $-2.900368$\\
s,p,d & 1.32228 & 1.38421 & $-2.902318$\\
s,p,d,f & 1.32228 & 1.38579 & $-2.902523$
\end{tabular}
\end{center}

The d and f functions leave CPHF unchanged but alter FCI, because correlated electrons can carry individual angular momenta that combine to the required total. The last FCI value is 0.0026 above the explicitly correlated result. Its energy is also $1.2\times10^{-3}\,E_h$ above the explicitly correlated energy, $-2.903712\,E_h$, so this Gaussian basis is not complete.

Correlation increases $\langle r^2\rangle$ per electron from 1.1848 to $1.1935\,a_0^2$, or by 0.7\%. In the hydrogen-like limit $\alpha\propto Z^{-4}$ and $\langle r^2\rangle\propto Z^{-2}$, so $\alpha\propto\langle r^2\rangle^2$. That scaling would predict an increase of only 1.5\%. A simple expansion of the atom therefore does not account for the full 4.6\%.

\subsection*{(e) SI values and real helium gas}

One atomic unit of polarizability is $1.64878\times10^{-41}\ \mathrm{C^2\,m^2/J}$. Thus
\begin{align}
\alpha_{\rm HF}&=2.180\times10^{-41}\ \mathrm{C^2\,m^2/J},\\
\alpha_{\rm corr}&=2.281\times10^{-41}\ \mathrm{C^2\,m^2/J},
\end{align}
where $\alpha_{\rm corr}$ denotes the full correlated value. For an ideal gas at 273.15 K and 101325 Pa, $n=p/(k_BT)=2.687\times10^{25}\ \mathrm{m^{-3}}$. To first order in density,
\begin{equation}
\varepsilon_r-1=\frac{n\alpha}{\varepsilon_0}.
\end{equation}
This gives 66.2 ppm in Hartree-Fock and 69.2 ppm with correlation. Neglecting correlation would misjudge the small dielectric response of the gas by about 3 ppm of $\varepsilon_r$.

Real helium also has a moving nucleus. Replacing the electron mass by the reduced mass changes lengths as $m^{-1}$ and energies as $m$, so $\alpha\propto m^{-3}$. The resulting increase is about $3m_e/M$ relative to $\alpha$, or $6\times10^{-4}$ a.u.; the coupling of the two electrons' momenta through nuclear recoil is omitted from this estimate. The relativistic scale $(Z\alpha_{\rm fs})^2\alpha$, with $\alpha_{\rm fs}$ the fine-structure constant, is $3\times10^{-4}$ a.u.; it is an order of magnitude, not a calculated shift. Both are small beside 0.061 a.u., but the mass shift alone takes 1.3832 to 1.3838, which rounds to 1.384. A comparison with experiment at the third decimal or beyond must therefore include such corrections.

In the gas, the local-field correction changes $\varepsilon_r-1$ by a relative $n\alpha/(3\varepsilon_0)=2.3\times10^{-5}$. For an isolated atom at 1 MV/cm the nonlinear fraction of the dipole, $\gamma F^2/(6\alpha)$, is about $10^{-7}$. This uses an s,p Hartree-Fock estimate of $\gamma$. It is only a rough size, since the second-order orbital also has a d component that this basis omits; including it roughly doubles $\gamma$, from 17 to 36 a.u., and raises the fraction to about $2\times10^{-7}$. Such a static field is far above the breakdown field of helium at atmospheric pressure, which is several kV/cm for gaps of a millimetre to a centimetre. At the fields such a gas can sustain, the nonlinear fraction is smaller still. Departures from the ideal-gas density are not included. A Lennard-Jones estimate of the second virial coefficient puts their effect on $\varepsilon_r-1$ at a relative $-5\times10^{-4}$, about twenty times the size of the local-field correction. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Polarizabilities in atomic units (a.u.) unless stated
s functions: 14, exponents 0.060 to 1697 a0^-2
p functions | smallest exponent (a0^-2) | CPHF alpha
  3     2.4793   0.12474
  4     1.1270   0.46095
  5     0.5123   0.99730
  6     0.2328   1.29359
  7     0.1058   1.32223
  8     0.0481   1.32225
  9     0.0219   1.32225
finite-field HF alpha, 9 p functions: 1.32225
4 p functions: 0.46095
4 p + 2 tighter: 0.46606
4 p + 2 more diffuse: 1.29359
HF energy, Gaussian: -2.861667 hartree
HF energy, radial grid: -2.861680 hartree
HF orbital energy: -0.917956 hartree
HF-limit alpha, radial grid: 1.32223
uncoupled alpha (no induced potential): 1.48707
induced/applied field at nucleus, opposing: 1.000000
median radius of density: 0.81 a0
median radius of alpha integrand: 1.80 a0
no-repulsion alpha, r12 code: 0.562500
no-repulsion alpha, analytic: 0.562500
exact-problem energy, degree 5: -2.903712 hartree
exact-problem alpha, degree 4: 1.38380
exact-problem alpha, degree 5: 1.38319
basis | CPHF alpha | FCI alpha | FCI energy (hartree)
  s,p      1.32228  1.36874  -2.900368
  s,p,d    1.32228  1.38421  -2.902318
  s,p,d,f  1.32228  1.38579  -2.902523
correlation part of alpha: 0.06095
correlation part / HF alpha: 4.61 %
mean r^2 per electron, HF: 1.1848 a0^2
mean r^2 per electron, correlated: 1.1935 a0^2
1 a.u. of polarizability: 1.64878e-41 C^2 m^2/J
HF alpha in SI: 2.1801e-41 C^2 m^2/J
correlated alpha in SI: 2.2806e-41 C^2 m^2/J
gas: 273.15 K, 101325 Pa
gas number density: 2.6868e+25 m^-3
gas eps_r - 1, HF: 66.15 ppm
gas eps_r - 1, correlated: 69.20 ppm
local-field correction, relative: 2.3e-05
nuclear-mass effect, estimate: 5.7e-04 a.u.
relativistic scale (Z*alpha_fs)^2*alpha: 2.9e-04 a.u.
gamma, s,p HF estimate: 17.0 a.u.
nonlinear dipole fraction at 1 MV/cm: 8.1e-08
\end{verbatim}
